# eigCG: harvesting low eigenvectors from conjugate gradients to deflate later solves

Suppose that $Ax=b$ must be solved for many right-hand sides $b$, one after another, with the same real symmetric positive definite matrix $A$. If a few eigenvalues of $A$ lie far below the rest, they slow conjugate gradients (CG), and each new solve must deal with them again. In the example below, plain CG takes 191 steps for the first of twelve systems and still 189.5 on average for the last eight: nothing has been learned. Yet the residuals of the first solve span the lowest few eigenvectors accurately. Storing all residuals would recover these eigenvectors, but the storage would grow with every step. Restarting the solver to save storage would slow the solve itself. eigCG keeps a small window of residuals beside an unchanged CG iteration.

## CG on a matrix small enough for hand work

Start from $r_0=b-Ax_0$ and $p_0=r_0$. CG repeats

$$\alpha_j=\frac{r_j^Tr_j}{p_j^TAp_j},\quad x_{j+1}=x_j+\alpha_jp_j,\quad r_{j+1}=r_j-\alpha_jAp_j,$$
$$\beta_j=\frac{r_{j+1}^Tr_{j+1}}{r_j^Tr_j},\quad p_{j+1}=r_{j+1}+\beta_jp_j .$$

Take the $4\times4$ matrix with 2 on the diagonal and $-1$ beside it, $x_0=0$ and $b=(1,0,0,0)^T$. Then $Ap_0=(2,-1,0,0)^T$, so

- $\alpha_0=1/2$, $r_1=(0,\tfrac12,0,0)^T$, $\beta_0=1/4$, $p_1=(\tfrac14,\tfrac12,0,0)^T$;
- $Ap_1=(0,\tfrac34,-\tfrac12,0)^T$, $\alpha_1=\tfrac14/\tfrac38=\tfrac23$, $r_2=(0,0,\tfrac13,0)^T$, $\beta_1=\tfrac49$;
- $p_2=(\tfrac19,\tfrac29,\tfrac13,0)^T$, $Ap_2=(0,0,\tfrac49,-\tfrac13)^T$, $\alpha_2=\tfrac19/\tfrac4{27}=\tfrac34$, $r_3=(0,0,0,\tfrac14)^T$, $\beta_2=\tfrac9{16}$.

The residuals are mutually orthogonal. This holds in general, by induction. Suppose that the residuals up to $r_j$ are orthogonal and that $p_i^TAp_l=0$ for different $i,l\le j$. Since $r_i=p_i-\beta_{i-1}p_{i-1}$ (without the last term for $i=0$),

$$r_{j+1}^Tr_i=r_j^Tr_i-\alpha_jp_j^TA(p_i-\beta_{i-1}p_{i-1}).$$

For $i<j$ every term vanishes; for $i=j$ the definition of $\alpha_j$ makes the two remaining terms cancel. Next, $Ap_i=(r_i-r_{i+1})/\alpha_i$ gives

$$p_{j+1}^TAp_i=\frac{r_{j+1}^T(r_i-r_{i+1})}{\alpha_i}+\beta_jp_j^TAp_i .$$

This vanishes for $i<j$. For $i=j$ it is $-\|r_{j+1}\|^2/\alpha_j+\beta_j\|r_j\|^2/\alpha_j=0$. Hence $r_j$ is orthogonal to the Krylov space $K_j=\mathrm{span}\{r_0,\dots,r_{j-1}\}$.

## The projected matrix comes free

Let $v_j=r_j/\|r_j\|$. To project $A$ on these vectors, use $r_j=p_j-\beta_{j-1}p_{j-1}$ once more:

$$Ar_j=\frac{r_j-r_{j+1}}{\alpha_j}-\frac{\beta_{j-1}}{\alpha_{j-1}}(r_{j-1}-r_j).$$

Multiplying by $r_j^T$ or $r_{j+1}^T$ and normalizing gives

$$v_j^TAv_j=\frac1{\alpha_j}+\frac{\beta_{j-1}}{\alpha_{j-1}},\qquad v_{j+1}^TAv_j=-\frac{\|r_{j+1}\|}{\alpha_j\|r_j\|}=-\frac{\sqrt{\beta_j}}{\alpha_j}\equiv\tau_j ,$$

where the $\beta$ term is absent for $j=0$. All other elements vanish, because $Ar_j$ contains three neighbouring residuals. In the hand example the diagonal elements are $2$, $\tfrac32+\tfrac12=2$ and $\tfrac43+\tfrac23=2$, and $\tau_0=-\tfrac12\cdot2=-1$, $\tau_1=-\tfrac23\cdot\tfrac32=-1$. These are the elements of $A$, as they must be, since here the $v_j$ are unit vectors. No further product with $A$ was needed.

Call the projected matrix $H_m$ when the window holds $m$ vectors. Its eigenvalues are Ritz values, and its eigenvectors, read as coefficients of the window vectors, give Ritz vectors.

## What a compression throws away

Let the window hold three vectors. The lowest eigenvector of $H_3$ is $(1,\sqrt2,1)$, with Ritz value $2-\sqrt2\approx0.586$. The lowest eigenvalue of $A$ is $\theta^*\approx0.382$, so the fourth residual is still needed, and space must be made for it.

First keep the unit vector $u=(1,\sqrt2,1,0)^T/2$ alone. The next residual $v_3$ couples to it by $u^TAv_3=-\tfrac12$: the last window component of $u$ times $\tau_2=-\tfrac34\cdot\tfrac43=-1$. The new window matrix is

$$\begin{pmatrix}2-\sqrt2&-\tfrac12\\-\tfrac12&2\end{pmatrix},$$

with lowest eigenvalue $2-\tfrac{\sqrt2}2-\tfrac{\sqrt3}2\approx0.427$. This is better than 0.586 but misses 0.382.

To see what is missing, look at the first two rows of $(H_3-\theta)y=0$. With $y_1=1$ they give

$$y(\theta)=\bigl(1,\;2-\theta,\;(2-\theta)^2-1\bigr).$$

Three vectors lie on this curve:

- at $2-\theta=\sqrt2$, the Ritz vector $(1,\sqrt2,1)$ of $H_3$;
- at $2-\theta=1$, the vector $(1,1,0)$, which is the lowest eigenvector of $H_2$ padded with a zero;
- at $2-\theta^*=\varphi\approx1.618$, the vector $(1,\varphi,\varphi)$, which is the first three components of the wanted eigenvector of $A$.

The previous Ritz vector is therefore a second point on the curve that leads to the target. Keeping both points allows linear extrapolation. The distance of $(1,\varphi,\varphi)$ from the line through $(1,\sqrt2,1)$ is 0.467, or 19% of its length 2.497. A normal to the plane of both vectors is $(-1,1,1-\sqrt2)$, which gives the distance

$$\frac{|-1+\varphi+\varphi(1-\sqrt2)|}{1.474}\approx0.035,$$

or 1.4% of the length.

## The general compression

Let the window hold $m$ vectors and choose $k$ with $2k<m$. Take the $k$ lowest eigenvectors of $H_m$ and the $k$ lowest of its leading block $H_{m-1}$, padded with a zero. Orthonormalize them into $Q$, diagonalize $Q^TH_mQ=ZMZ^T$, and set

$$C=QZ,\qquad V\leftarrow VC,\qquad H\leftarrow M .$$

The $2k$ vectors can be linearly dependent to rounding accuracy. A Householder QR factorization is then a safe way to obtain $Q$: it still returns $2k$ orthonormal columns, and their span contains the given vectors to rounding accuracy.

**Couplings.** Let $v_j$ be the next residual and $u$ a retained vector. Then $u$ lies in $K_j$, and $Av_j$ is a combination of $v_{j-1},v_j,v_{j+1}$, of which the last two are orthogonal to $u$. So

$$u^TAv_j=\tau_{j-1}\,u^Tv_{j-1},$$

and $u^Tv_{j-1}$ is an element of the last row of $C$. For the following residual, $Av_{j+1}$ contains $v_j,v_{j+1},v_{j+2}$, all orthogonal to $u$, so the coupling is zero. The matrix is an arrowhead followed by a tridiagonal part. The argument did not use how often the window had been compressed, so it holds each time.

**Curve.** New vectors couple to the last window vector alone. If the window were continued without compression, the first $m-1$ rows of the larger eigenvalue equation would still involve the first $m$ components alone. Those components satisfy the first $m-1$ rows of $(H_m-\theta)y=0$. If no eigenvector of $H_{m-1}$ has a vanishing last component, these rows are independent and fix $y(\theta)$ up to a factor. The signed minors of the rows supply a solution that is polynomial in $\theta$. Eigenvectors of $H_m$ lie on the curve because they satisfy all rows. Padded eigenvectors of $H_{m-1}$ lie on it because they satisfy the first $m-1$.

**Loss.** Let $\theta^*$ be the later Ritz value, and $\theta_m$, $\theta_{m-1}$ the corresponding current and previous ones. Expansion about $\theta_m$ gives, to leading order, the component lost when one vector is kept:

$$d_1\approx|\theta^*-\theta_m|\,\|P_\perp y'(\theta_m)\| .$$

Here $P_\perp$ removes what is kept. With both vectors, a linear interpolant through the two nodes lies in the retained space, and the interpolation remainder gives

$$d_2\approx\tfrac12|\theta^*-\theta_m||\theta^*-\theta_{m-1}|\,\|P_\perp y''(\theta_m)\| .$$

Both are scaled so that the full later eigenvector has unit length. With $k$ pairs, all $2k$ retained vectors are nodes of the same curve, so each pair can also help its neighbours.

Within one solve, a loss is permanent: the discarded part lies in $K_j$, and all later residuals are orthogonal to $K_j$. A later right-hand side starts a new Krylov space and can supply the lost part again. Harvesting is thus close to unrestarted Lanczos when the losses are small, but not identical to it.

## Using the harvest

Back to the small matrix, with a new right-hand side $b=(1,1,1,1)^T$ and the single harvested vector $u$ above. Instead of zero, start from

$$x_0=u\,\frac{u^Tb}{u^TAu}=\frac{1.707}{0.586}\,u=2.914\,u .$$

The squared error in the norm $\|e\|_A^2=e^TAe$ falls from $b^TA^{-1}b=10$ by $(u^Tb)^2/u^TAu=4.97$, to 5.03. The residual norm meanwhile rises from 2 to 2.47, so the residual alone is a poor judge of this step.

For an orthonormal basis $U$ and any guess $x$ with residual $r=b-Ax$, set

$$x_0=x+U(U^TAU)^{-1}U^Tr .$$

Then $U^Tr_0=U^Tr-(U^TAU)(U^TAU)^{-1}U^Tr=0$. Let $Az_i=\lambda_iz_i$ with unit vectors $z_i$ and rising $\lambda_i$. Since $r_0$ is orthogonal to $UU^Tz_i$,

$$|z_i^Tr_0|=|(z_i-UU^Tz_i)^Tr_0|\le\sin\angle(z_i,U)\,\|r_0\| .$$

An accurate $U$ removes the slow components almost completely.

To see what CG does with the rest, note that $r_j\perp K_j$ makes the error $e_j=A^{-1}r_j$ $A$-orthogonal to $K_j$. Hence $\|e_j\|_A$ is the smallest value of $\|q(A)e_0\|_A$ over polynomials $q$ of degree at most $j$ with $q(0)=1$. Any such $q$ gives an upper bound. Split $e_0$ into $e_S$, along the $s$ lowest eigenvectors, and the remainder $e_\perp$. With $a=\lambda_{s+1}$, $c=\lambda_n$ and the Chebyshev polynomial $T_j$, choose

$$q(\lambda)=T_j\!\left(\frac{c+a-2\lambda}{c-a}\right)\Big/T_j\!\left(\frac{c+a}{c-a}\right).$$

On $[0,a]$ the upper argument decreases from that of the denominator to 1, and $T_j$ is increasing there, so $0<q\le1$. On $[a,c]$ the numerator is at most 1 in magnitude. With $\kappa=c/a$, the denominator is $(\rho^{-j}+\rho^j)/2$, where $\rho=(\sqrt\kappa-1)/(\sqrt\kappa+1)$, so $|q|\le2\rho^j$. Therefore

$$\|e_j\|_A^2\le\|e_S\|_A^2+4\rho^{2j}\|e_\perp\|_A^2 .$$

The decaying term has the reduced condition number $\lambda_n/\lambda_{s+1}$. The first term is a floor of the bound, with

$$\|e_S\|_A^2=\sum_{i\le s}\frac{(z_i^Tr_0)^2}{\lambda_i}\le\|r_0\|^2\sum_{i\le s}\frac{\sin^2\angle(z_i,U)}{\lambda_i}.$$

Because this bound scales with the residual left by the deflation, deflating a second time, after CG has reduced the residual, lowers it, provided the deflation raises the residual by less than CG has lowered it.

## The whole method

1. For the first system, run CG and feed each $v_j$ with its two scalars into the window. Compress whenever the window is full and a new residual arrives.
2. At convergence, take the $k$ lowest Ritz vectors of the window, orthogonalize them against $U$, append them, and update $U^TAU$. This costs $k$ products with $A$.
3. For the next few systems, start from the deflated guess and harvest again.
4. For the remaining systems, deflate, run plain CG to an intermediate tolerance, deflate again, and finish.

In each compression, the product $VC$ takes about $4nmk$ operations for $n$ unknowns, and the result serves $m-2k$ steps. For $m=50$, $k=10$ that is about $67n$ per step, more than a product with a very sparse matrix. The small eigenproblems add a cost that does not depend on $n$ but can matter when $n$ is only a few thousand. The harvest is cheap when products with $A$ are expensive, or when many right-hand sides follow.

## An electron in a box with two wells

Let $A$ be a Hamiltonian minus an energy below its ground level, so that each solve applies a resolvent to a vector. One electron moves in a two-dimensional hard-walled box with two shallow Gaussian wells, on a $48\times40$ grid ($n=1920$) of spacing 0.5 bohr. The parameters are model values. The energy lies 0.005 hartree below the ground level. The lowest eigenvalues of $A$ are 0.0050, 0.0269 and 0.0633 hartree and the largest is 15.98 hartree, so the condition number is about 3200. There are twelve random right-hand sides, $m=50$, $k=10$, and the residual must fall to $10^{-10}\|b\|$.

**Is the iteration untouched?** After 60 steps, CG with harvesting agrees with the Galerkin solution in an explicitly built Krylov basis to $5\times10^{-14}$, relative to the norm of the solution. After 130 steps and three compressions, the window matrix agrees with explicit projection to $3\times10^{-14}$ hartree.

**Do the loss formulas hold?** In a test with one wanted vector and 75 Lanczos vectors, the current and previous Ritz values lie $9.6\times10^{-6}$ and $1.22\times10^{-5}$ hartree above the later one. Keeping one vector loses $7.1\times10^{-3}$ of the unit eigenvector; keeping both loses $8.4\times10^{-7}$. The formulas for $d_1$ and $d_2$ reproduce both to about 0.1% or better. This checks them at one window size and does not establish a power law: $y'$ and $y''$ change with the window, and here the factor multiplying the Ritz-value error in $d_1$ is already about 740 per hartree. The part of the eigenvector supplied by all later Lanczos vectors has norm $6.0\times10^{-3}$. In this test, a window without the previous vector thus discards about as much as the continuation adds.

The consequence shows in the Ritz-value errors after 200 steps, in hartree. The last column keeps $2k$ current vectors, so its storage is the same:

| No. | Lanczos | eigCG | current only |
|---|---|---|---|
| 1 | rounding | rounding | $1.0\times10^{-3}$ |
| 5 | $2.5\times10^{-10}$ | $2.5\times10^{-10}$ | $2.0\times10^{-2}$ |
| 10 | $6.5\times10^{-3}$ | $6.5\times10^{-3}$ | $3.4\times10^{-2}$ |

eigCG matches unrestarted Lanczos to the digits shown. The tenth value is unconverged in both, so here the number of steps limits it, not the compression.

**Does the harvest pay?** The four harvesting solves take 191, 123, 110 and 99 steps and yield 40 vectors. The sines of the angles between $U$ and eigenvectors 1, 10 and 20 are $2.5\times10^{-13}$, $7.3\times10^{-5}$ and $1.7\times10^{-2}$: accuracy tends to fall off up the spectrum. For the other eight systems the mean number of steps is 189.5 with plain CG, 92.6 with one deflation and 71.1 with a second one at a residual of $10^{-5}\|b\|$. With the first ten vectors alone, the last two means are 129.1 and 114.1.

Counting everything, the four harvesting solves need $523+7$ products with $A$, the harvest 40, and the later solves $569+32$; the small additions are for residuals. The total is 1171, against 2290 for plain CG, a factor of 1.96. This compares products, not computing time. The single counts depend on the right-hand sides and on how the window matrix is formed: with explicit projection and three random sets, the harvesting solves shift by up to 16 steps, the mean with one deflation lies between 87 and 93, and the factor is 1.94.

**What does the bound say?** Without the lowest 20 eigenvalues the condition number is $15.98/0.3273=48.8$, so $\rho=0.7496$. For the fifth system the error starts at 18.8 in the $A$-norm, and the floor is 0.0102 (for dimensionless $b$, in hartree$^{-1/2}$). At step 20 the decaying term is $2\rho^{20}\times18.8\approx0.118$; with the floor the bound stays at 0.118, and the actual error is 0.018. At step 40 the bound has reached its floor, but the error is $4.8\times10^{-5}$. The floor limits what is guaranteed, not what CG achieves, since CG may also reduce the components on which the proof used no more than $q\le1$. After the CG steps up to the switch and the second deflation, the floor is $5.7\times10^{-7}$. Both stages contribute, since CG has already reduced these components strongly before the deflation acts.

## Where it fails

If an eigenvalue is degenerate, a single Krylov space contains one direction of its eigenspace, the projection of the starting residual, since every $q(A)$ multiplies the whole eigenspace by one number. In exact arithmetic, the other directions must come from other right-hand sides; in a long run, rounding can also bring them in.

The free couplings rest on orthogonal residuals, which rounding erodes. The largest deviation of $V^TV$ from the identity is $6\times10^{-12}$ after 130 steps and $3\times10^{-7}$ at the end of the first solve. The harvested vectors are therefore orthonormalized afresh. They must in any case be orthogonalized against $U$, because a later solve can find directions that $U$ already holds. This changes them, so the window matrix no longer describes them, and $U^TAU$ is formed with true products. The remaining values are in the numerical output.

## Computed values

```
grid 48 x 40, unknowns 1920, spacing 0.5 bohr
well depths (0.1, 0.08) hartree, width 3.0 bohr
well centres ((8.0, 7.0), (17.0, 13.0)) bohr
ground level -0.023964 hartree, energy -0.028964 hartree
eigenvalues 1,2,3,10,11,21 of A (hartree): 0.00500 0.02691 0.06326 0.18082 0.19128 0.32725
largest eigenvalue of A 15.9795 hartree
window m = 50, k = 10; tolerance 1e-10, switch 1e-05
CG vs Galerkin after 60 steps, relative: 4.9e-14
window matrix error after 130 steps 2.9e-14 hartree
window orthogonality error after 130 steps 5.7e-12
row equations after 110 steps, residual 3.0e-15 hartree
loss at 110 steps, k current + k previous: 5.57e-16
loss at 110 steps, 2k current only:        2.39e-05
node test: Lanczos size 75, continued to 240
  Ritz errors, current 9.631e-06, previous 1.216e-05 hartree
  one vector: loss 7.1154e-03, predicted 7.1089e-03
  two vectors: loss 8.3817e-07, predicted 8.3782e-07
  norm of the part beyond the window 6.0079e-03
Ritz value errors after 200 steps (hartree):
  no.  Lanczos    eigCG      current only
   1   1.92e-15   3.47e-16   1.03e-03
   2   2.60e-15   -1.01e-15   6.96e-03
   5   2.49e-10   2.49e-10   2.00e-02
  10   6.51e-03   6.51e-03   3.43e-02
plain CG steps, systems 1-4: 191 189 191 191
harvesting solves, steps, systems 1-4: 191 123 110 99
window orthogonality error at end of solve 1: 2.6e-07
harvested vectors: 40
Ritz value errors in U, no. 1,10,20,30 (hartree): 2.9e-16 4.5e-09 1.0e-04 2.2e-02
sine of angle to U, no. 1,10,20: 2.5e-13 7.3e-05 1.7e-02
mean steps, systems 5-12:
  plain CG 189.5
  10 vectors, deflated once 129.1, twice 114.1
  40 vectors, deflated once 92.6, twice 71.1
products with A, all 12 systems: plain 2290, recycled 1171
condition number 3195.9, without lowest 20: 48.8
rate rho 0.7496
A-norm errors, system 5 (hartree^(1/2) times norm of x):
  start 1.878e+01, floor 1.018e-02
  floor after second deflation 5.697e-07
  step 20: error 1.753e-02, bound 1.183e-01
  step 40: error 4.824e-05, bound 1.019e-02
  step 80: error 2.648e-08, bound 1.018e-02
```
